# Adaptive Time Step for Collision Cascades from Displacement and Work Limits, part 2

How large an energy error does an adaptive time step leave after a hard atomic collision, and how many steps does it cost? The integrator is velocity Verlet, with one step $h$ shared by all atoms. At the start of each step, $v$, $F$ and $a$ are the largest speed, force magnitude and acceleration over the atoms, with speeds measured in the laboratory frame. The limits are $k$ on the displacement of an atom and $W$ on the frozen-force work, which is the work of the starting force on an atom. The rule is

$$
h=\min\!\left[h_{\rm cap},\ \frac{2s}{v+\sqrt{v^2+2as}}\right],
\qquad s=\min\!\left(k,\frac WF\right). \tag{6}
$$

For $q=2as/v^2\ll1$ the uncapped step is close to $s/v$. The cap $h_{\rm cap}$ protects vibrations near equilibrium. In a harmonic solid with largest mode frequency $\omega_{\max}$, constant steps require $h_{\rm cap}<2/\omega_{\max}$.

Two atoms of equal mass $m$ at separation $r$ repel each other with potential $V(r)$. Their reduced mass is $\mu=m/2$, the force length is $\ell=F/V''$, and the local frequency $\omega$ obeys $\omega^2=V''/\mu$. If this pair carries the largest force and acceleration, then $\omega h\le2\sqrt{s/\ell}$, so $s<\ell$ guarantees the local stability condition $\omega h<2$.

In the example, an Al atom of energy $E_0=10$ keV and speed $v_0=2.674$ Å/fs strikes a second Al atom at rest, head-on. They interact only through the ZBL repulsion. The limits are $k=0.05$ Å and $W=50$ eV, the initial separation is 6 Å, and the cap is not active. With relative speed $|u|$, the largest speed is

$$
v=\frac{v_0+|u|}{2}. \tag{15}
$$

The numerical output at the end also lists two oscillator tests: alternating steps $\omega h=1.2$ and $1.6$, each stable when repeated, and an oscillator released at rest from $0.01k$, run without a cap and with $\omega h_{\rm cap}=0.2$.

### One-step energy error

The relative coordinate obeys $\mu\ddot r=f(r)$ with $f=-V'$, and $u=\dot r$ carries its sign. Primes on $f$ denote derivatives with respect to $r$. One Verlet step from $(r,u)$ to $(r_1,u_1)$ is

$$
\delta=r_1-r=hu+\frac{h^2f}{2\mu},\qquad
u_1-u=\frac{h}{2\mu}(f+f_1),
$$

where $f_1=f(r_1)$. The kinetic energy changes by

$$
\begin{aligned}
\Delta T&=\tfrac12\mu(u_1-u)(u_1+u)\\
&=\frac{f+f_1}{2}\left[hu+\frac{h^2}{4\mu}(f+f_1)\right].
\end{aligned}
$$

The potential energy changes by minus the integral of $f$. The trapezoidal rule with its leading correction gives

$$
\Delta V=-\frac{f+f_1}{2}\,\delta+\frac{\delta^3}{12}f''+O(h^4).
$$

In the sum, $hu$ cancels. The remaining terms with $h^2$ contain $(f+f_1)/(4\mu)-f/(2\mu)=(f_1-f)/(4\mu)$, so

$$
\Delta H=\frac{h^2}{8\mu}\left(f_1^2-f^2\right)+\frac{\delta^3}{12}f''+O(h^4).
$$

To leading order $f_1^2-f^2=2ff'uh$ and $\delta=uh$. Therefore

$$
\Delta H=h^3\left(\frac{uff'}{4\mu}+\frac{u^3f''}{12}\right)+O(h^4). \tag{16}
$$

This is minus $h^3$ times the time derivative of

$$
G=\frac{u^2V''}{12}-\frac{F^2}{24\mu}. \tag{17}
$$

To check it, write $V''=-f'$ and $F^2=f^2$, and use $\dot u=f/\mu$:

$$
\begin{aligned}
\dot G&=-\frac{uff'}{6\mu}-\frac{u^3f''}{12}-\frac{uff'}{12\mu}\\
&=-\frac{uff'}{4\mu}-\frac{u^3f''}{12}.
\end{aligned}
$$

Thus $H+h^2G$ is conserved through order $h^3$ in one step. The next order also vanishes, because the Verlet step is reversible: applying it with $-h$ to $(r_1,u_1)$ restores $(r,u)$. Let $D(z,h)$ be the change of $H+h^2G$ in a step that starts at state $z$ and ends at $z_1$. Reversal gives $D(z_1,-h)=-D(z,h)$. If the leading term of $D$ is $h^pd(z)$, this requires $(-1)^p=-1$, so $p$ is odd. Orders through three are absent, hence

$$
H_{n+1}-H_n=-h_n^2\left(G_{n+1}-G_n\right)+O(h_n^5). \tag{18}
$$

### What remains after the collision

If $h$ is constant, the right side of (18) sums to $-h^2(G_{\rm end}-G_{\rm start})$. Far from the collision $G$ is negligible, and the error of order $h^2$ disappears. The energy is wrong during the collision and returns afterwards.

With a changing step the sum no longer collapses. Scale both limits by a common factor $\varepsilon$, so that $h$ is proportional to $\varepsilon$ at leading order. The number of steps grows as $1/\varepsilon$, and the terms $O(h^5)$ in (18) add up to $O(\varepsilon^4)$. Split

$$
h_n^2=\tfrac12\left(h_n^2+h_{n+1}^2\right)-\tfrac12\left(h_{n+1}^2-h_n^2\right).
$$

The total energy error becomes

$$
\begin{aligned}
\Delta E={}&-\sum_n\tfrac12\left(h_n^2+h_{n+1}^2\right)(G_{n+1}-G_n)\\
&+\tfrac12\sum_n\left(h_{n+1}^2-h_n^2\right)(G_{n+1}-G_n)+O(\varepsilon^4).
\end{aligned}
$$

The first sum is a trapezoidal approximation to $-\int h^2\,dG$. On the exact trajectory of this collision $h$ and $G$ depend only on $r$ and $|u|$, which take the same values on the way in and on the way out. For $h$ this rests on (15), which holds for equal masses at zero impact parameter. The integral over the inward leg is cancelled by that over the outward leg. The corrections are of order $\varepsilon^4$: the trapezoidal error and the $O(\varepsilon^2)$ error of the numerical trajectory each multiply a quantity that is already of order $\varepsilon^2$. The slope of $h$ in time jumps where the two limits swap, and also at the turning point, where $|u|$ in (15) has a kink. Each jump affects a single step, which contributes $O(\varepsilon^4)$.

In the second sum, $h_{n+1}^2-h_n^2\simeq2h\dot h\,h$ and $G_{n+1}-G_n\simeq\dot Gh$. Each term is $\tfrac12(2h^2\dot h)(\dot Gh)=h\,(h^2\dot h\dot G)$, and the sum over steps of length $h$ is an integral:

$$
\Delta E=\int h^2\,\dot h\,\dot G\,dt+O(\varepsilon^4). \tag{19}
$$

The integrand does not change sign under time reversal, because both $\dot h$ and $\dot G$ do. The two legs add instead of cancelling. The physical origin is a lag: the step is chosen from the state at its beginning, so it is slightly too long while the step is shrinking and slightly too short while it is growing.

Equation (19) predicts $\Delta E\propto\varepsilon^3$. With both limits reduced by 32, quadrature along the exact trajectory gives $-1.305\times10^{-5}$ eV, and the mean error over four starting positions agrees to the four digits given. Between reductions by 8 and by 32 the observed order is 3.00. Multiplying the last value by $32^3$ gives $-0.43$ eV for the full limits. The run with these limits has an rms error of 0.43 eV over eight starting positions, or $4\times10^{-5}$ of the recoil energy.

### An estimate of the residue

The size and sign of (19) can be understood with an exponential repulsion $V\propto e^{-r/b}$, for which $F=V/b$ and $V''=V/b^2$. Consider the inward leg where $V\ll E_0$, so that $v\simeq|u|\simeq v_0$. Then $\dot V=Vv_0/b$ and $G\simeq v_0^2V/(12b^2)$. While the displacement limit acts, $h\simeq k/v_0$ is nearly constant and contributes little. After the work limit takes over,

$$
h\simeq\frac{Wb}{Vv_0},\qquad \dot h=-\frac{v_0}{b}h,\qquad
\dot G=\frac{v_0^3V}{12b^3}.
$$

The integrand is

$$
h^2\dot h\dot G=-\frac{v_0^4V}{12b^4}\,h^3=-\frac{W^3v_0}{12\,b\,V^2}.
$$

With $dt=b\,dV/(Vv_0)$ and a factor two for the two legs,

$$
\Delta E\simeq-\frac{W^3}{6}\int_{V_s}^{\infty}\frac{dV}{V^3}
=-\frac{W^3}{12V_s^2}.
$$

The upper limit may be extended to infinity because the integral is dominated by its lower end. The limits swap at $F=W/k$, so $V_s=Wb/k$ and

$$
\Delta E\simeq-\frac{W}{12}\left(\frac kb\right)^2 . \tag{20}
$$

The sign is negative because the step shrinks while $G$ grows. Taking $k/b=0.28$, the largest sampled $s/\ell$, gives $-0.33$ eV, compared with $-0.43$ eV from (19). Agreement beyond the size is not expected. The ZBL force is not a single exponential, and even for a pure exponential the neglected terms of order $V_s/E_0$ reduce (20) by the fraction $10V_s/E_0$, about a fifth here, to roughly $-0.27$ eV. In this estimate the residue comes mainly from the region where control passes from displacement to work, and not from the turning point.

### The number of steps

For $q\ll1$ the number of steps is $N\simeq\int(v/s)\,dt$. In the Al collision the limits swap at $F=1000$ eV/Å, where $r=0.635$ Å. Outside this radius $v\simeq|u|$, and both legs together need about

$$
\frac{2(6-0.635)}{0.05}=215
$$

steps. Where the work limit acts, $N\simeq W^{-1}\int Fv\,dt$. By (15),

$$
\int Fv\,dt=\frac{v_0}{2}\int F\,dt+\frac12\int F|u|\,dt .
$$

The time integral of the force is the transferred momentum $mv_0$, so the first term is $\tfrac12mv_0^2=E_0$. The second integral counts the relative kinetic energy $E_0/2$ once on the way in and once on the way out, so the second term is $E_0/2$. Over the whole collision this gives $1.5E_0/W=300$ steps. The sum, 515, slightly overcounts, because the small part of the work integral outside the swap radius is included. The run takes 507 steps.

The cost of one such collision is therefore approximately

$$
N\simeq\frac{L}{k}+\frac{3E_0}{2W}, \tag{21}
$$

where $L$ is the path travelled under displacement control. Reducing both limits by $\varepsilon$ raises the cost as $1/\varepsilon$ and, for this head-on collision of equal masses, lowers the residue as $\varepsilon^3$.

### Comparison with other step choices

The displacement limit alone, with the same $k$, needs 238 steps but leaves an rms error of 30 eV. The largest $\omega h$ is 0.67, well below the stability limit of two. The run is inaccurate long before it is unstable by the local criterion. With both limits the largest $\omega h$ is 0.037.

At nearly equal cost, displacement control with $k=0.0235$ Å takes 505 steps and leaves 4.6 eV. This is about eleven times the error with both limits. Of these two adaptive rules, the one that shortens its steps where the force is large leaves the smaller final error in this collision.

A fixed step of $8.83\times10^{-3}$ fs, again with 507 steps, behaves differently. Its error reaches 7.0 eV during the collision, compared with 2.7 eV for the adaptive run, but afterwards only $3\times10^{-9}$ eV remains. For this isolated collision the fixed step is the better choice if the final energy alone matters. The cancellation that follows (18) is what the adaptive rule gives up.

The gain from adaptivity appears when the atoms slow down. In free flight the step is $k/v$: it is 0.0187 fs when the fastest atom has 10 keV and 0.59 fs when it has 10 eV. The ratio is $\sqrt{1000}\simeq32$. A fixed step chosen for the first collision would have to be kept through the much longer time in which the energy spreads over many slow atoms. The growth of the adaptive step ends at $h_{\rm cap}$.

### The trade-off in use

Large $k$ and $W$ save force evaluations. As they grow, the energy residue rises first. When $s$ reaches $\ell$, the guarantee $\omega h<2$ is lost as well. Small limits reduce the residue quickly but lengthen the run in proportion. In a cold solid neither limit provides stability, and the cap must do so.

An implementation can proceed in this order:

1. After each force evaluation, find $v$, $F$ and $a$ over all atoms. Do this again after any external change of velocities, such as the start of a new recoil, and before atoms are moved.
2. Form $s$ and then $h$ from (6), using the rationalized root.
3. Choose $h_{\rm cap}$ from the highest vibrational frequency, well below $2/\omega_{\max}$.
4. Record the total energy before and after the collisional stage, with any energy removed by stopping or a thermostat accounted for separately. Repeat a representative event with $k$ and $W$ both halved.

In the last item, (19) predicts a fall of the residue by a factor of eight only for an isolated head-on collision of equal masses in which the cap does not act. That case is special: by (15) the laboratory speed $v$ is the same on the inward and outward legs. For unequal masses the two velocities are $v_c+(m_2/M)u$ and $v_c-(m_1/M)u$, with $v_c$ the centre-of-mass velocity and $M=m_1+m_2$, and their larger magnitude changes when $u$ changes sign. For an oblique collision the relative velocity is turned with respect to the centre-of-mass velocity, with the same effect. The two legs then see different steps, the integral $-\int h^2\,dG$ does not cancel, and the residue of even a single isolated collision scales as $\varepsilon^2$. Overlapping collisions in a cascade break the symmetry further. A reduction approaching four is therefore the normal outcome for small limits. At larger limits the $\varepsilon^2$ and $\varepsilon^3$ terms can have opposite signs, so one halving may give neither four nor eight. The bounds on displacement and frozen-force work do not depend on it. The numerical output below gives the values for the Al collision and the oscillator cases.

## Calculated quantities

```
Al mass: 26.98 u; ZBL screening length: 0.1299 A
recoil energy: 10000 eV; speed: 2.6744 A/fs
limits: k = 0.05 A, W = 50.0 eV; start r = 6.0 A
exact closest approach: 0.1671 A
there: V = 5000.0 eV, F = 55052 eV/A
there: force length F/V'' = 0.0667 A
there: W/F = 0.000908 A
there: adaptive step = 6.758e-04 fs
limits swap at F = 1000 eV/A, r = 0.6348 A
both limits: steps = 507, time = 4.4775 fs
both: smallest step = 5.913e-04 fs
both: largest step = 1.886e-02 fs
both: largest displacement = 0.05000 A
both: largest frozen-force work = 50.000 eV
both: largest path work on an atom = 56.577 eV
both: largest omega*h = 0.0366
both: largest s/(F/V'') = 0.2803
both: smallest h/(s/v) = 0.9951
both: rms final energy error, 8 starts = 0.4315 eV
both: peak transient error = 2.7103 eV
displacement only, same k: steps = 238
displacement only: largest omega*h = 0.6736
displacement only: rms final error = 29.601 eV
equal cost, displacement only: k = 0.02347 A
equal cost: steps = 505, rms = 4.632 eV
fixed step: h = 8.831e-03 fs, steps = 507
fixed step: peak error = 7.020 eV
fixed step: rms final error = 3.433e-09 eV
scale 0.12500: steps 4051, mean error -8.3471e-04 eV, integral -8.3481e-04 eV
scale 0.06250: steps 8102, mean error -1.0439e-04 eV, integral -1.0437e-04 eV
scale 0.03125: steps 16202, mean error -1.3048e-05 eV, integral -1.3048e-05 eV
observed order: error 3.000, steps 1.000
free-flight step at 10000 eV = 0.0187 fs
free-flight step at 10 eV = 0.5912 fs
alternating omega*h = 1.2, 1.6: growth per pair = 1.3182
cold oscillator: initial amplitude/k = 0.01, cap = 0.2
uncapped: first omega*h = 14.142
uncapped: final amplitude/k = 3.761
capped: final amplitude/k = 0.00998
```
